# Grote-Hynes Transmission Coefficient for a Barrier Coupled to a Cavity Mode, part 2

How does the rate of a barrier crossing depend on the frequency \(\omega\) of a lossless cavity mode coupled to it? Hartree atomic units are used, with \(\beta=1/k_BT\). The mass-weighted coordinate is \(x=\sqrt M R\), and the mode has coordinate \(q\) and momentum \(p=\dot q\):

\[ H=\tfrac12v^2+V(x)+\tfrac12p^2+\tfrac12\big[\omega q+\lambda\mu(x)\big]^2 . \tag{1} \]

Here \(v=\dot x\), \(V\) is the cavity-free surface, \(\mu\) the ground-state dipole and \(\lambda^2=4\pi/\mathcal V\), with \(\mathcal V\) the effective mode volume. The square includes the dipole self-energy \(\tfrac12\lambda^2\mu^2\). The barrier, at \(x=0\), has \(V''=-\omega_b^2\); the reactant well, at \(x=-x_0\), has \(V''=\omega_0^2\) and lies \(E_b\) lower. The couplings \(g\) and \(g_0\) are \(\lambda\,d\mu/dx\) at the barrier and in the well. Near the barrier \(u=\omega q+gx\).

Reactants are assumed thermal, and trajectories that fall into a well do not return. The classical rate is \(k=\kappa\,k_{\rm TST}\), with \(k_{\rm TST}=(\omega_0/2\pi)e^{-\beta E_b}\) independent of the cavity. If \(v_c\) is the single threshold velocity at \(x=0\) for ending as product,

\[ \kappa=\big\langle e^{-\beta v_c^2/2}\big\rangle_{q_0,p_0}. \tag{9} \]

For a parabolic barrier and linear dipole,

\[ \kappa=\Big[1+\frac{g^2}{s^2+\omega^2}\Big]^{-1/2}=\frac{s}{\omega_b}, \tag{10} \]

where \(s>0\) solves

\[ s^2+s\hat\gamma(s)=\omega_b^2,\qquad\text{that is}\qquad s^2+\frac{g^2s^2}{s^2+\omega^2}=\omega_b^2 . \tag{6} \]

Here \(\hat\gamma\) is the Laplace transform of the friction kernel. With \(B=\omega^2+g^2-\omega_b^2\),

\[ s^2=\tfrac12\Big[-B+\sqrt{B^2+4\omega_b^2\omega^2}\Big]=\frac{2\omega_b^2\omega^2}{B+\sqrt{B^2+4\omega_b^2\omega^2}} . \tag{7} \]

The second form is the one to code for \(B>0\), the first for \(B<0\).

The barrier and well Hessians are

\[ K^\ddagger=\begin{pmatrix}g^2-\omega_b^2&g\omega\\ g\omega&\omega^2\end{pmatrix},\qquad K^R=\begin{pmatrix}\omega_0^2+g_0^2&g_0\omega\\ g_0\omega&\omega^2\end{pmatrix}, \]

with eigenvalues \(-s^2,\Omega_\ddagger^2\) and \(\Omega_\pm^2\) (the polaritons). They obey

\[ s\,\Omega_\ddagger=\omega_b\,\omega . \tag{8} \]

\[ \Omega_+\Omega_-=\omega_0\,\omega,\qquad(\Omega_+-\Omega_-)^2=(\omega-\omega_0)^2+g_0^2 , \tag{11} \]

\[ k=\frac{\Omega_+\Omega_-}{2\pi\Omega_\ddagger}e^{-\beta E_b}=\frac{\omega_0\omega}{2\pi}\,\frac{s}{\omega_b\omega}\,e^{-\beta E_b}=\frac{\omega_0}{2\pi}\,\frac{s}{\omega_b}\,e^{-\beta E_b}, \tag{12} \]

### Tuning law and position of the minimum

A scan over \(\omega\) needs a rule for \(\lambda(\omega)\). Take \(g^2=A\omega^n\). Fixed mode volume is \(n=0\). A planar cavity of fixed area has a spacing, and so a volume, proportional to \(1/\omega\), which is \(n=1\). With \(q=(a+a^\dagger)/\sqrt{2\omega}\) the bilinear term is \(\lambda\sqrt{\omega/2}\,\mu\,(a+a^\dagger)\), and its ratio to \(\omega\) per unit dipole is \(\eta=\lambda/\sqrt{2\omega}\); fixed \(\eta\) is again \(n=1\). A volume proportional to the cube of the wavelength is \(n=3\).

Write (6) as \(\Phi(s,\omega)=\omega_b^2\) with \(\Phi=s^2+A\omega^ns^2/(s^2+\omega^2)\). The quotient rule gives

\[ \Phi_s=2s+\frac{2A\omega^{n+2}s}{(s^2+\omega^2)^2}>0,\qquad \Phi_\omega=\frac{As^2\omega^{n-1}\,[\,ns^2-(2-n)\omega^2\,]}{(s^2+\omega^2)^2}, \]

where the bracket is \(n(s^2+\omega^2)-2\omega^2\). Along the solution \(d\Phi=0\), so \(ds/d\omega=-\Phi_\omega/\Phi_s\) has the sign opposite to the bracket.

For \(n=0\) the bracket is \(-2\omega^2\) and \(\kappa\) rises monotonically. Its limit at \(\omega\to0\) is \(\sqrt{1-g^2/\omega_b^2}\) for \(g<\omega_b\). For \(g>\omega_b\), \(B\to g^2-\omega_b^2>0\) and the second form of (7) gives \(\kappa\to\omega/\sqrt{g^2-\omega_b^2}\): the frozen mode turns the barrier top into a well, and escape waits for the mode to move. For \(n\ge2\) the bracket is positive and \(\kappa\) falls monotonically. At large \(\omega\), (6) becomes \(s^2(1+A\omega^{n-2})=\omega_b^2\), so \(\kappa\to(1+A)^{-1/2}\) for \(n=2\) and \(\kappa\to0\) for \(n>2\).

For \(0<n<2\) the bracket vanishes at

\[ \omega^*=r\,s^*,\qquad r=\sqrt{n/(2-n)} . \tag{13} \]

Inserting \(\omega=rs\) into (6) cancels a factor \(s^2\) in the friction term:

\[ s^{*2}+\frac{Ar^n}{1+r^2}\,s^{*n}=\omega_b^2 . \tag{14} \]

The left side increases from zero without bound, so there is one stationary point. From (6), \(\omega_b^2-s^2\) is bounded by \(A\omega^n\), which vanishes as \(\omega\to0\), and by \(A\omega^{n-2}\omega_b^2\), which vanishes as \(\omega\to\infty\). A continuous \(\kappa<1\) that tends to 1 at both ends has an interior minimum, and this must be the stationary point. For \(n=1\), \(r=1\) and (14) is \(s^2+As/2-\omega_b^2=0\), so

\[ \omega^*=s^*=\sqrt{\omega_b^2+A^2/16}-A/4,\qquad\kappa_{\min}=\omega^*/\omega_b . \tag{15} \]

The mode is matched to the rate at which the system leaves the barrier, and (8) then gives \(\Omega_\ddagger=\omega_b\). Written as \(\omega_b^2/(\sqrt{\omega_b^2+A^2/16}+A/4)\), \(\omega^*\) is seen to lie below \(\omega_b\), approaching \(\omega_b\) for \(A\ll\omega_b\) and \(2\omega_b^2/A\) for \(A\gg\omega_b\). Equations (13) and (14) were tested by numerical minimization of the Hessian eigenvalue for \(n=0.5,1,1.5\) at two couplings; monotonicity for \(n=0,2,3\) and the limits for \(n=0\) and \(n=2\) were tested the same way.

For weak coupling put \(s=\omega_b(1-\delta)\). To first order in \(g^2\), \(\omega_b^2-s^2=2\delta\,\omega_b^2\) and \(s=\omega_b\) in the friction term, so for \(n=1\)

\[ 1-\kappa\simeq\frac{A\omega}{2(\omega_b^2+\omega^2)}=\frac{A}{4\omega_b\cosh\ell},\qquad \ell=\ln\frac{\omega}{\omega_b}. \tag{16} \]

The depth is \(A/4\omega_b\). Half depth means \(\omega^2-4\omega_b\omega+\omega_b^2=0\), or \(\omega=(2\pm\sqrt3)\,\omega_b\), a ratio of 13.9 between the two points at this order. The dip is this broad because the friction enters at a real growth rate through \(s^2+\omega^2\), a sum with no zero, so there is no resonance denominator.

### Solvent bath and spectator molecules

Add bath oscillators with energy \(\tfrac12(\omega_jw_j+c_jx)^2\), and \(N\) aligned molecules that stay in their wells, with displacements \(y_i\), frequency \(\omega_0\) and no bath of their own. Now \(u=\omega q+gx+g_0\sum_iy_i\). For motion proportional to \(e^{st}\),

\[ s^2q=-\omega u,\qquad(s^2+\omega_0^2)\,y_i=-g_0u . \]

Substituting into the definition of \(u\) gives \(u=gx-\omega^2u/s^2-Ng_0^2u/(s^2+\omega_0^2)\), so \(u=gx/D\) with \(D\) as below. Each bath mode is eliminated as the cavity mode was and adds \(c_j^2s^2/(s^2+\omega_j^2)\); the sum is \(s\hat\gamma_s(s)\). The equation for \(x\) becomes

\[ s^2+s\hat\gamma_s(s)+\frac{g^2}{D}=\omega_b^2,\qquad D=1+\frac{\omega^2}{s^2}+\frac{Ng_0^2}{s^2+\omega_0^2}. \tag{17} \]

The relation \(\kappa=s/\omega_b\) survives. In the variables \(x\), \(y_i\), \(u\), \(u_j=\omega_jw_j+c_jx\) the quadratic form is diagonal, with entries \(-\omega_b^2\) or \(\omega_0^2\) for \(x\), \(\omega_0^2\) for each \(y_i\) and 1 for the rest. The transformation is triangular with diagonal \(1,1,\omega,\omega_j\). The Hessian determinants at well and barrier thus differ by the factor \(\omega_0^2/(-\omega_b^2)\), and the ratio of frequency products in (12) is again \(\omega_0s/\omega_b\).

Both couplings carry the same \(\lambda\), so \(g_0^2=A_0\omega^n\), and

\[ \frac{g^2}{D}=\frac{A}{\omega^{-n}+\omega^{2-n}/s^2+NA_0/(s^2+\omega_0^2)} . \]

The spectator and bath terms do not depend on \(\omega\) at fixed \(s\), and the left side of (17) increases with \(s\) because \(D\) decreases. Stationarity requires \(-n\omega^{-n-1}+(2-n)\omega^{1-n}/s^2=0\), which is (13). On the line \(\omega=rs\) the denominator is \((1+r^2)(rs)^{-n}+NA_0/(s^2+\omega_0^2)\), decreasing in \(s\), so the stationary point is unique; the bounds \(g^2/D\le A\omega^n\) and \(g^2/D\le A\omega^{n-2}s^2\) make it the minimum. The value of \(s^*\) now depends on the bath, and on \(\omega_0\) through a positive screening term that weakens the suppression and has no pole. Equations (13) and (17) were tested on an explicit Hessian with 20 spectators and four bath modes.

At fixed collective coupling, \(g^2=G^2/N\) and \(Ng_0^2=G_0^2\). Without bath and to first order in \(1/N\), \(s=\omega_b\) in \(D\) gives

\[ 1-\kappa\simeq\frac{G^2}{2N\omega_b^2}\Big[1+\frac{\omega^2}{\omega_b^2}+\frac{G_0^2}{\omega_b^2+\omega_0^2}\Big]^{-1}. \tag{18} \]

The splitting of the ensemble is set by \(G_0\), while the friction on the reacting molecule is set by its own \(g\). In this model a splitting reached collectively leaves a suppression of order \(1/N\).

### The quantum correction

The cancellation of \(g_0\) used the classical partition function \(1/\beta\Omega\). In harmonic quantum theory each stable mode has \(1/[2\sinh(\beta\Omega/2)]\), and the step function in the energy \(E\) of the unstable mode is replaced by a transmission probability \(P(E)\). For \(\psi''+(2E+s^2\rho^2)\psi=0\) the local momentum at large \(\rho\) is \(s\rho+E/s\rho\), so the transmitted wave is \(\rho^{-1/2+iE/s}e^{is\rho^2/2}\). Continue it along \(\rho=|\rho|e^{i\varphi}\) at large \(|\rho|\). Its modulus carries \(e^{-s|\rho|^2\sin(2\varphi)/2}\): it is the pure decaying solution for \(\varphi<\pi/2\) and the dominant one for \(\varphi>\pi/2\), so its coefficient is preserved up to \(\varphi=\pi\). There it has momentum \(s\rho<0\) and is the reflected wave, with extra modulus \(|e^{i\pi(iE/s)}|=e^{-\pi E/s}\). Flux conservation then gives \(P=1/(1+e^{-2\pi E/s})\). With \(w=e^{-2\pi E/s}\) and \(a=\beta s/2\pi<1\),

\[ \beta\int P\,e^{-\beta E}dE=a\int_0^\infty\frac{w^{a-1}}{1+w}\,dw=\frac{\pi a}{\sin\pi a}, \]

the last step being Euler's reflection integral; the classical value is 1. The rate (12) is multiplied by

\[ \Xi=\frac{S(\Omega_+)S(\Omega_-)}{S(\Omega_\ddagger)}\,\frac{\beta s/2}{\sin(\beta s/2)},\qquad S(\Omega)=\frac{\sinh(\beta\Omega/2)}{\beta\Omega/2}. \]

The product formulas for sinh and sin give \(S=\prod_k(1+\Omega^2/\nu_k^2)\) and \(\sin(\beta s/2)/(\beta s/2)=\prod_k(1-s^2/\nu_k^2)\), with \(\nu_k=2\pi k/\beta\). Each factor of \(\Xi\) is then \(\det(\nu_k^2+K^R)/\det(\nu_k^2+K^\ddagger)\). Expanding the determinants as in Part I and dividing both by \(\nu_k^2+\omega^2\),

\[ \Xi=\prod_{k\ge1}\frac{\nu_k^2+\omega_0^2+g_0^2\nu_k^2/(\nu_k^2+\omega^2)}{\nu_k^2-\omega_b^2+g^2\nu_k^2/(\nu_k^2+\omega^2)}, \tag{19} \]

a form tested against the normal-mode expression. Both \(\omega_0\) and \(g_0\) return, again without a pole at \(\omega=\omega_0\). When all frequencies are small against \(\nu_1\), each logarithm is the difference of traces over \(\nu_k^2\), and \(\sum_k\nu_k^{-2}=\beta^2/24\) gives \(\ln\Xi\simeq\beta^2(\omega_0^2+\omega_b^2+g_0^2-g^2)/24\). For \(n=1\) its slope in \(\ell\) is \(-\beta^2(g^2-g_0^2)/24\), and by (16) the curvature of \(\ln\kappa\) at the minimum is \(A/4\omega_b\). At weak coupling and high temperature the minimum shifts by

\[ \Delta\ell\simeq\frac{\beta^2(g^2-g_0^2)}{24}\,\frac{4\omega_b}{A}. \tag{20} \]

### Worked example

The parameters are round model values: \(\omega_b=0.002\), \(\omega_0=0.004\), \(E_b=0.03\), \(M=10^4\), \(T=300\) K, so \(k_BT=0.00095004\) and \(\beta E_b=31.5775\). The surface is \(V=E_b-\tfrac12\omega_b^2x^2+ax^4+bx^6\). With \(\zeta=bx_0^4\), the condition \(V'(x_0)=0\) gives \(4ax_0^2=\omega_b^2-6\zeta\); then \(V''(x_0)=-\omega_b^2+12ax_0^2+30\zeta=2\omega_b^2+12\zeta=\omega_0^2\), and \(V(x_0)=0\) gives \(x_0^2=E_b/(\omega_b^2/4+\zeta/2)\). Here \(\zeta=(16-8)\times10^{-6}/12=6.667\times10^{-7}\), \(a=0\), \(x_0^2=22500\), \(R_0=x_0/\sqrt M=1.5\) and \(b=1.317\times10^{-15}\). The dipole is \(\mu=\mu'L\tanh(R/L)\) with \(\mu'=2\), \(L=2\); its slope in the well is 1.19317. The tuning is \(\lambda^2=0.05^2\,\omega/\omega_b\), so \(n=1\), \(\eta=0.79\), and \(\mathcal V=5027\) at \(\omega=\omega_b\), a volume of molecular size. No planar cavity has this volume: at \(\omega_b\) its spacing \(\pi c/\omega_b\) is \(2.2\times10^5\) bohr (11 µm), which would require an area of 0.02 bohr\(^2\). With \(\mathcal V\) equal to the cube of that spacing, \(\lambda\approx3.5\times10^{-8}\) and (16) gives \(1-\kappa\approx3\times10^{-14}\). The coupling used here is chosen to make the effect visible and is not that of an infrared Fabry-Perot cavity.

At \(\omega=\omega_b\), \(g=0.05\times2/100=0.001\) and \(A=g^2/\omega_b=0.0005\). Equation (15) gives

\[ \omega^*=\sqrt{4\times10^{-6}+1.5625\times10^{-8}}-0.000125=0.0020039-0.000125=0.0018789, \]

which is 412.4 cm\(^{-1}\), against 438.9 for \(\omega_b\) and 877.9 for \(\omega_0\), and \(\kappa_{\min}=0.9395\). The estimate (16) gives a depth of 0.0625, which is 3% above the depth 0.0605 from (15). The half-depth points are 0.000510 and 0.00737, a ratio of 14.5.

On resonance with the reactant, \(\omega=0.004\), we have \(g^2=2\times10^{-6}\), \(B=14\times10^{-6}\), \(s^2=\tfrac12(-14+\sqrt{196+256})\times10^{-6}=3.6301\times10^{-6}\) and \(\kappa=0.9526\). There \(g_0=0.05\sqrt2\times1.19317/100=0.0008437\), the polaritons are at 0.0036003 and 0.0044440, their difference is \(g_0\) and their product is \(1.600\times10^{-5}=\omega_0^2\). The point lies on the rising flank, between \(\kappa=0.9402\) at 0.0022 and 0.9717 at 0.008.

The cavity-free rate is \(6.3662\times10^{-4}\times e^{-31.5775}=1.2301\times10^{-17}\), or 0.509 s\(^{-1}\). At \(\omega^*\), stationary points and Hessians found numerically on the full surface give \(\Omega_-\Omega_+=0.00185438\times0.00405289=7.5156\times10^{-6}\) and \(\Omega_\ddagger=0.002\), so (12) has the prefactor \(7.5156\times10^{-6}/(2\pi\times0.002)=5.9807\times10^{-4}\) and \(k=1.1556\times10^{-17}\), or 0.478 s\(^{-1}\). Minimizing this rate over \(\omega\) for \(\omega_0=0.003\), 0.004 and 0.005 returns 0.0018789 each time. With \(g\) held at 0.001 instead, \(\kappa\) climbs from 0.866 through 0.936 at 0.0019 to 0.993 at 0.008.

Trajectories on the anharmonic surface, evaluated with (9), differ from (10) by at most about \(1\times10^{-4}\) in \(\kappa\) at 300 K and about \(1\times10^{-5}\) at 30 K, over six cavity frequencies and three wells. The tenfold fall is what corrections of relative order \(x^2\propto k_BT\) would give; the test required a fall by more than five. Three-point parabolas in \(\ln\omega\) place the minimum at 0.001881, 0.001882 and 0.001885, within 0.4% of \(\omega^*\); the same parabola through the values of (10) gives 0.001880, so part of the offset belongs to the fit. The small drift comes from the change of \(a\) and \(b\) with \(\omega_0\), which enters these trajectories in no other way. These trajectories are counted as committed at five thermal widths from the barrier, so they test the barrier dynamics and not the assumption of no return.

For the collective case take \(G=0.000969253\), the value of \(g\) at \(\omega^*\). Then \(G^2/\omega_b^2=0.23486\), \(\omega^{*2}/\omega_b^2=0.88257\), \(G_0^2/\omega_b^2=0.23486\times(1.19317/2)^2=0.08359\), the bracket in (18) is \(1+0.88257+0.08359/5=1.89929\), and \(N(1-\kappa)\to0.06183\). Diagonalization gives \(1-\kappa=6.181\times10^{-4}\) for \(N=100\) and \(6.183\times10^{-8}\) for \(N=10^6\).

The classical treatment is not adequate at 300 K for these frequencies. With \(\beta\omega_0=4.21\) and \(\beta\omega_b/2\pi=0.335\), the cavity-free factor is \(\Xi=1.921\times1.212=2.33\). The harmonic quantum rate relative to its cavity-free value is 0.910 at \(\omega^*\), and its minimum has moved to 0.00486, where the ratio is 0.900. The curve is nearly flat between these points, and it does not return to 1 at high frequency: \(\sum_k(\nu_k^2+\omega^2)^{-1}\to\beta/4\omega\) in (19), so with \(g_0^2=A_0\omega\) the ratio tends to \(e^{-\beta(A-A_0)/4}=0.919\), only 0.02 above the minimum. The nearness of 0.00486 to \(\omega_0\) is not a resonance, since (19) has no pole there, but the position does depend on \(\omega_0\), \(g_0\) and \(T\). At 3000 K the minimum is at 0.0018874, 0.45% above \(\omega^*\). Equation (20) accounts for this: \(g^2-g_0^2=9.395\times10^{-7}\times(1-0.3559)=6.05\times10^{-7}\), \(\beta^2=1.108\times10^4\), the slope is \(2.79\times10^{-4}\), and division by 0.0625 gives 0.0045. The main values of the example are listed in the numerical output below.

### Implementation

1. Obtain \(\omega_b\), \(\omega_0\), \(E_b\) and the dipole slopes from the cavity-free surface, in mass-weighted coordinates, and keep the self-energy in the energy, gradient and Hessian.
2. State the tuning law. For \(0<n<2\) solve (14) by bracketing on \((0,\omega_b)\), or use (15) for \(n=1\); for \(n=0\) or \(n\ge2\) the classical \(\kappa\) has no interior minimum, although \(\kappa\,\Xi\) can have one, for instance for \(n=2\) with \(g_0>g\).
3. Evaluate \(\kappa\) from the form of (7) chosen by the sign of \(B\). With a bath or spectators, bracket the root of (17) on \((0,\omega_b)\). The spectators enter (17) through \(Ng_0^2\), so one collective coordinate replaces them; this was tested for \(N=40\).
4. For an anharmonic barrier, draw \(u_0\) and \(p_0\) from a Gauss-Hermite grid of variance \(k_BT\), set \(x=0\) and \(q_0=u_0/\omega\), find \(v_c\) by bisection on the side first reached, and average \(e^{-\beta v_c^2/2}\). The example used an \(8\times8\) grid, 22 bisections and 220 fourth-order Runge-Kutta steps of length 30. A single threshold is assumed.
5. Compute \(\Xi(\omega)\) before quoting \(\omega^*\). For \(n=1\) and weak coupling the classical position stands where all frequencies are small against \(\nu_1=2\pi k_BT\) and the shift (20) is small; otherwise minimize \(\kappa\,\Xi\) with (19), and the parabolic tunnelling factor requires \(\beta s<2\pi\).

## Table of computed values

```
wb = 0.002 Eh (438.9 cm^-1)
w0 = 0.004 Eh (877.9 cm^-1)
Eb = 0.03 Eh
M = 10000 m_e
mu' = 2 e
L = 2 bohr
T = 300 K
kT = 0.000950043 Eh
Eb/kT = 31.5775 
quartic a = 0 au
sextic b = 1.31687e-15 au
well position R0 = 1.5 bohr
dmu/dR at well = 1.19317 e
lambda at w=wb = 0.05 au
mode volume at w=wb = 5026.55 bohr^3
eta = 0.790569 au
g at w=wb = 0.001 Eh
A = 0.0005 Eh
w* = 0.0018789 Eh (412.4 cm^-1)
g at w* = 0.000969253 Eh
kappa_min = 0.939451 
weak-coupling 1-A/(4wb) = 0.9375 
kappa at w=w0 = 0.952647 
half-depth points = 0.000510053, 0.00737467 Eh
polaritons at w=w0 = 0.00360033, 0.00444403 Eh; splitting g0 = 0.0008437 Eh
at w*: Omega- 0.00185438, Omega+ 0.00405289, s 0.0018789, Omega_ts 0.002 Eh
k_TST = 1.23011e-17 au (0.5085 s^-1)
k at w* = 1.15563e-17 au (0.4778 s^-1)
barrier without self-energy at w* = 0.0377299 Eh
w0 0.003: minimum TST 0.0018789, trajectories 0.001881 Eh
w0 0.004: minimum TST 0.0018789, trajectories 0.001882 Eh
w0 0.005: minimum TST 0.0018789, trajectories 0.001885 Eh
w 0.0005 Eh: kappa n=1 0.97025, traj 0.97027, n=0 0.87681
w 0.0016 Eh: kappa n=1 0.94021, traj 0.94026, n=0 0.92568
w 0.0019 Eh: kappa n=1 0.93945, traj 0.93950, n=0 0.93638
w 0.0022 Eh: kappa n=1 0.94017, traj 0.94020, n=0 0.94540
w 0.0040 Eh: kappa n=1 0.95265, traj 0.95266, n=0 0.97567
w 0.0080 Eh: kappa n=1 0.97174, traj 0.97174, n=0 0.99272
max trajectory deviation at T = 0.000104444 
max trajectory deviation at T/10 = 1.0219e-05 
n=0 kappa for w->0 = 0.866025 
limit N(1-kappa) = 0.0618292 
1-kappa at N=100 = 0.000618126 
1-kappa at N=1000000 = 6.18292e-08 
w0/kT = 4.21033 
wb/(2 pi kT) = 0.335048 
Xi without cavity = 2.32721 
quantum rate ratio at w* = 0.909743 
quantum minimum at T = 0.00486163 Eh
quantum rate ratio there = 0.900183 
quantum minimum at 10T = 0.00188738 Eh
```
